# Four-Photon Decay of Parapositronium at Lowest Order

## Problem

Parapositronium is the spin-singlet 1S state of an electron and a positron. It usually decays into two photons, but four are also allowed. Find the branching ratio for four photons at lowest order in $\alpha=e^2/\hbar c$, with both particles at rest when they annihilate. Twenty-four diagrams contribute, one for each order in which the photons attach to the electron line.

Gaussian units are used, so each vertex carries $\sqrt{4\pi}\,e$. Inside amplitudes and phase-space integrals, energies are measured in $mc^2$ and momenta in $mc$. The electron and positron then both have $p=(1,\mathbf 0)$, and the photon energies add up to 2. Radiative corrections, binding during the annihilation and the relative momentum are left out.

## First estimate by scaling

**The rate.** The bound state contains relative momenta of order $\alpha mc$, over which the annihilation amplitude hardly changes. It can be taken outside the momentum integral, which leaves the wave function at the origin. With spinors normalized to $u^\dagger u=2$, the rate is

$$\Gamma_n=\frac{mc^2}{\hbar}\left(\frac{\hbar}{mc}\right)^3|\psi(0)|^2\,\frac14\,\frac1{n!}\int d\Phi_n\sum|\mathcal M_n|^2 .$$

The factor $1/4$ is $1/(2E_-\,2E_+)$, $n!$ accounts for identical photons, and the sum runs over polarizations. Each photon contributes $d^3k/[(2\pi)^32\omega]$ to $d\Phi_n$, which also contains $(2\pi)^4\delta^4(2p-\sum k)$.

For the spin state, write $u=\sqrt2(\chi,0)$ and $\bar v=-\sqrt2(0,\eta^\dagger)$ in the Dirac representation. If $M$ is the product of vertices and propagators without couplings, then $\bar vMu=-2\eta^\dagger M_{21}\chi$, where $M_{21}$ is its lower-left $2\times2$ block. In the singlet, $\chi\eta^\dagger$ becomes a rotationally invariant matrix of unit norm, $\mathbb 1/\sqrt2$. Up to a phase,

$$\mathcal M_n=\sqrt2\,(4\pi\alpha)^{n/2}A_n,\qquad A_n=\operatorname{tr}M_{21}.$$

The wave function cancels in the ratio:

$$\frac{\Gamma_4}{\Gamma_2}=(4\pi\alpha)^2\,\frac{2!}{4!}\,\frac{\int d\Phi_4\sum|A_4|^2}{\int d\Phi_2\sum|A_2|^2}. \tag{1}$$

**Phase space.** Two bodies with total energy 2, energies $E,E'$ and momentum $K$ have

$$\Phi_2=\frac{4\pi K^2}{(2\pi)^2\,4EE'}\,\frac1{K/E+K/E'}=\frac K{8\pi},$$

because $E+E'=2$. For two photons $K=1$ and $\Phi_2=1/8\pi$. This last value is Lorentz invariant and does not depend on the total energy.

Now group four photons into two pairs with invariant masses $a$ and $b$. Each mass brings an integration $d(a^2)/2\pi$ or $d(b^2)/2\pi$, and each pair brings its own $1/8\pi$:

$$d\Phi_4=\frac{K\,d(a^2)\,d(b^2)}{(8\pi)^3(2\pi)^2}\times(\text{angular averages}). \tag{2}$$

To find the volume, use $a^2=E^2-K^2$ and $b^2=(2-E)^2-K^2$. The Jacobian determinant has magnitude $4EK+4(2-E)K=8K$, and $K$ runs up to the smaller of $E$ and $2-E$. Thus

$$\int K\,d(a^2)d(b^2)=2\int_0^1dE\int_0^E8K^2dK=\frac43,\qquad \Phi_4=\frac{4/3}{2048\pi^5}=\frac1{1536\pi^5}.$$

**The estimate.** Since $\Phi_4/\Phi_2=1/192\pi^4$, equation (1) becomes

$$\frac{\Gamma_4}{\Gamma_2}=\left(\frac\alpha\pi\right)^2\frac{X}{144},\qquad X=\frac{\langle\sum|A_4|^2\rangle}{\sum|A_2|^2}, \tag{3}$$

where the brackets denote the phase-space average. The natural scale is $(\alpha/\pi)^2=5.395\times10^{-6}$.

To guess $X$, suppose that all diagrams have the same typical size. There are $24/2=12$ times as many diagrams and $16/4=4$ times as many polarization choices. If the extra diagrams add with random phases, $X\approx12\times4=48$ and

$$\frac{\Gamma_4}{\Gamma_2}\approx\frac13\left(\frac\alpha\pi\right)^2\approx1.8\times10^{-6}.$$

If they all added in phase, $X$ would be $12^2\times4=576$, and the estimate would be twelve times larger. Scaling therefore fixes the power of $\alpha$ and a plausible size. The coefficient depends on interference.

## Exact solution of the lowest-order problem

The amplitude is reduced algebraically without approximation; the remaining integral is evaluated numerically.

### The first and last emissions

Write $\hat q=\gamma^0q^0-\boldsymbol\gamma\cdot\mathbf q$. Choose real polarization vectors $\boldsymbol\epsilon$ perpendicular to the photon direction $\mathbf n$, with no time component, so that $\hat\epsilon=-\boldsymbol\gamma\cdot\boldsymbol\epsilon$. After the first emission the propagator denominator is $(p-k)^2-1=-2\omega$. In the numerator,

$$(\hat p+1)\hat\epsilon u=[2p\cdot\epsilon-\hat\epsilon(\hat p-1)]u=0,$$

since $p\cdot\epsilon=0$ and $\hat pu=u$. What remains is

$$\frac{-\hat k\hat\epsilon u}{-2\omega}=\frac12(\gamma^0-\boldsymbol\gamma\cdot\mathbf n)\hat\epsilon u .$$

The photon energy has cancelled. Multiplying the matrices, with $\mathbf b=\mathbf n\times\boldsymbol\epsilon$ and the spinor normalization removed, gives the column

$$-\frac12\begin{pmatrix}i\boldsymbol\sigma\cdot\mathbf b\\ \boldsymbol\sigma\cdot\boldsymbol\epsilon\end{pmatrix}. \tag{4}$$

Next attach a second photon. Its vertex is

$$\hat\epsilon=\begin{pmatrix}0&-\boldsymbol\sigma\cdot\boldsymbol\epsilon\\ \boldsymbol\sigma\cdot\boldsymbol\epsilon&0\end{pmatrix}.$$

Add the two orders of photons $a$ and $b$. In the upper component the Pauli matrices form half an anticommutator, which is a number. In the lower component use $(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf w)=\mathbf u\cdot\mathbf w+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf w)$. The result is

$$L=\begin{pmatrix}S\\ \frac12\boldsymbol\sigma\cdot\mathbf V-\frac i2P\end{pmatrix}, \tag{5}$$

with

$$S=\boldsymbol\epsilon_a\cdot\boldsymbol\epsilon_b,\qquad P=\boldsymbol\epsilon_b\cdot\mathbf b_a+\boldsymbol\epsilon_a\cdot\mathbf b_b=(\mathbf n_a-\mathbf n_b)\cdot(\boldsymbol\epsilon_a\times\boldsymbol\epsilon_b),$$

$$\mathbf V=\boldsymbol\epsilon_b\times\mathbf b_a+\boldsymbol\epsilon_a\times\mathbf b_b=(\mathbf n_a+\mathbf n_b)S-\boldsymbol\epsilon_a(\mathbf n_a\cdot\boldsymbol\epsilon_b)-\boldsymbol\epsilon_b(\mathbf n_b\cdot\boldsymbol\epsilon_a).$$

The second forms follow from cyclic triple products and the double cross product.

### Two photons

For two photons, $M_{21}$ is the lower component of (5). The trace of $\boldsymbol\sigma\cdot\mathbf V$ vanishes, so $A_2=-iP$. With $\mathbf n_2=-\mathbf n_1$,

$$A_2=-2i\,\mathbf n_1\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2).$$

Parallel linear polarizations are therefore forbidden, and in a common linear basis the two photons are always found with perpendicular ones. Of the four choices, two give $|A_2|^2=4$ and two give zero, so $\sum|A_2|^2=8$. Using $|\psi(0)|^2=(me^2/2\hbar^2)^3/\pi$,

$$\Gamma_2=\frac{mc^2}\hbar\,\frac{\alpha^3}{8\pi}\,\frac{(4\pi\alpha)^2}{4}\,\frac8{8\pi}=\frac{\alpha^5mc^2}{2\hbar}=\frac{me^{10}}{2\hbar^6c^3}=8.03\times10^9\ \mathrm{s^{-1}}.$$

### Four photons

Let the first two photons along the line have total energy $E$ and momentum $\mathbf K$. Primes mark the other two, so $E'=2-E$ and $\mathbf K'=-\mathbf K$. There are six choices for the first pair, two orders within it and two within the last pair: $6\times2\times2=24$ diagrams.

The last two emissions are treated like the first two, starting from the positron end. That end is a row $(0,1)$, which changes sign when multiplied by $\gamma^0$. The same cancellation turns the last vertex and propagator into $-\frac12(\boldsymbol\sigma\cdot\boldsymbol\epsilon,\ i\boldsymbol\sigma\cdot\mathbf b)$. Attaching the neighbouring vertex and adding both orders gives

$$R=\left(-\tfrac12\boldsymbol\sigma\cdot\mathbf V'-\tfrac i2P',\ S'\right).$$

Between the pairs the electron has four-momentum $(1-E,-\mathbf K)$. Its propagator numerator and denominator are

$$\begin{pmatrix}E'&\boldsymbol\sigma\cdot\mathbf K\\-\boldsymbol\sigma\cdot\mathbf K&E\end{pmatrix},\qquad (1-E)^2-K^2-1=-(EE'+K^2)\equiv-D .$$

Multiply $R$, this matrix and $L$, then take the trace:

- The upper-left entry gives $-iE'SP'$.
- The lower-right entry gives $-iES'P$.
- The lower-left entry gives zero, because $\operatorname{tr}\boldsymbol\sigma=0$.
- The upper-right entry gives
$$-\tfrac i2\mathbf V'\cdot(\mathbf K\times\mathbf V)+\tfrac i2P\,\mathbf V'\cdot\mathbf K-\tfrac i2P'\,\mathbf V\cdot\mathbf K .$$

With $\mathbf K=-\mathbf K'$ in the middle term and a cyclic rotation of the first, the total is $-iN$, where

$$N=E'SP'+ES'P+\tfrac12\mathbf K\cdot(\mathbf V\times\mathbf V')+\tfrac12P\,\mathbf V'\cdot\mathbf K'+\tfrac12P'\,\mathbf V\cdot\mathbf K. \tag{6}$$

Exchanging the pairs leaves $N$ and $D$ unchanged: in the triple product, the sign from $\mathbf K\to\mathbf K'$ cancels the sign from reversing the cross product. The six choices therefore form three equal couples. The minus sign of the denominator turns $-i$ into $+i$, and

$$A_4=2i\sum_{\text{3 pairings}}\frac ND,\qquad D=EE'+K^2. \tag{7}$$

This formula was tested against the explicit sum of 24 matrix products at 40 random configurations for all 16 polarization choices. The largest difference, relative to the largest amplitude, was about $10^{-15}$. Replacing one polarization four-vector by its photon's momentum made the explicit sum vanish to similar accuracy, as gauge invariance requires.

### A configuration done by hand

Send four photons of energy $mc^2/2$ along $+x,-x,+y,-y$, with polarizations $\mathbf y,\mathbf z,\mathbf z,\mathbf z$. Every pair has $E=E'=1$.

**Opposite photons together.** Here $\mathbf K=0$ and $D=1$. The $x$ pair has $S=0$ and $P=2\mathbf x\cdot(\mathbf y\times\mathbf z)=2$; the $y$ pair has $S'=1$ and $P'=0$. Hence $N=2$ and $N/D=2$.

**Pairs $(+x,+y)$ and $(-x,-y)$.** Now $\mathbf K=(\mathbf x+\mathbf y)/2$, so $D=1+\frac12=\frac32$. The first pair has $S=0$, $P=1$, $\mathbf V=-\mathbf z$. The second has $S'=1$, $P'=0$, $\mathbf V'=-(\mathbf x+\mathbf y)$. Since $\mathbf V\times\mathbf V'=\mathbf y-\mathbf x$ is perpendicular to $\mathbf K$, the triple product vanishes. Also $\mathbf V'\cdot\mathbf K'=1$. Thus $N=1+\frac12=\frac32$ and $N/D=1$.

**Pairs $(+x,-y)$ and $(-x,+y)$.** The first pair has $S=0$, $P=1$, $\mathbf V=\mathbf z$; the second has $S'=1$, $P'=0$, $\mathbf V'=-\mathbf x+\mathbf y$. Again the triple product vanishes and $\mathbf V'\cdot\mathbf K'=1$, so $N/D=1$.

The amplitude is $A_4=2i(2+1+1)=8i$. The explicit sum of 24 diagrams gives the same value. All three pairings interfere constructively here, which need not happen for other directions and polarizations.

### Soft photons

All directions and polarizations entering $N$ are bounded, so $A_4$ can diverge only when some $D$ tends to zero. Because $D\ge EE'$, this requires the total energy of a pair to vanish. One soft photon alone causes no divergence.

When the pair energy $E$ tends to zero, $K\le E$ also vanishes and $E'\to2$. Then $N\to2SP'$ and $D\to2E$, so

$$A_4\to\frac{2iSP'}E,\qquad \sum|A_4|^2\to\frac{32(1+\cos^2\theta)}{E^2}. \tag{8}$$

Here $\theta$ is the angle between the soft photons. The polarization sum of $S^2$ is $1+\cos^2\theta$, and that of $P'^2$ is 8 because the hard photons are nearly back to back. The correction to (8) is of relative order $E$. At $E=10^{-4}$ the explicit diagrams agree with (8) to about one part in $10^5$ at the tested angle; at other angles the deviation is typically nearer one part in $10^4$.

The soft phase space is proportional to $\omega_1d\omega_1\,\omega_2d\omega_2$, hence to $E^3dE$. Multiplication by $1/E^2$ leaves $E\,dE$, and the integral converges. Free propagation between emissions fails for photon energies comparable with the binding energy, of order $\alpha^2mc^2$. If a whole pair is this soft, the power counting gives a fraction of order $\alpha^4$ of the rate. If only one photon is, then for $\omega_1\ll\omega_2\ll1$ the integrand $\omega_1\omega_2/(\omega_1+\omega_2)^2$ becomes $\omega_1/\omega_2$. The integral over $\omega_2$ adds a logarithm, and the fraction is of order $\alpha^4\ln(1/\alpha)$. Neither region spoils the lowest-order result.

### The integral

After overall rotations are removed, five variables remain: $a$, $b$, one polar angle inside each pair, and the relative azimuth. The peaks in (8) can occur in any pairing. To treat one at a time, insert

$$1=\sum_{j=1}^3g_j,\qquad g_j=\frac{D_j^{-2}}{D_1^{-2}+D_2^{-2}+D_3^{-2}} .$$

The polarization-summed square is symmetric in the photons, so the three terms have equal integrals. Keep $g_1$, for the pairing used in (2), and multiply by 3. Restrict the domain to $a<b$ and multiply by another 2.

Set $\delta=2-b$ and $a=t\min(\delta,b)$, with $0<t<1$. From the definitions of the invariant masses, $a^2+b^2=4-2EE'-2K^2$, so $D_1=(4-a^2-b^2)/2$. In the restricted domain this vanishes only at $\delta=0$, where it is proportional to $\delta$. By the Cauchy inequality, $|A_4|^2$ is at most a constant times $\sum_jD_j^{-2}$; after multiplication by $g_1$ it is at most a constant times $D_1^{-2}\sim\delta^{-2}$. The measure contains $a$, $K$ and $da/dt$, each at most of order $\delta$. The integrand is therefore bounded and vanishes at the former singular point.

Sixteen independently scrambled Sobol sets of 8192 points give

$$\int d\Phi_4\sum|A_4|^2=6.7217\times10^{-4}.$$

The denominator of (1), including its $1/2!$, is $\frac12\cdot8/(8\pi)=1/2\pi$. Therefore

$$\frac{\Gamma_4}{\Gamma_2}=\frac{(4\pi\alpha)^2}{24}\,(2\pi)(6.7217\times10^{-4})=1.480\times10^{-6}.$$

Equivalently,

$$\boxed{\frac{\Gamma_4}{\Gamma_2}=C\left(\frac{e^2}{\pi\hbar c}\right)^2,\qquad C=0.27426\pm0.00005.}$$

The uncertainty is the standard error from the 16 sets. At this order the total rate is $\Gamma_2$, so the branching ratio is $1.48\times10^{-6}$: about one decay in 680,000. The four-photon rate is $1.19\times10^4\ \mathrm{s^{-1}}$.

A separate generator, uniform in four-photon phase space, gives $C=0.2751$, which is 0.3% higher. The scatter of its samples suggests an error of 0.0007, but this is only indicative. By (8), the mean of $(\sum|A_4|^2)^2$ contains $\int E^3dE/E^4$, which diverges logarithmically, so uniform sampling has no finite variance. The agreement still tests the variables and weights used above.

The matrix products and uniform generator were also applied to the three-photon decay of orthopositronium, the spin triplet. Relative to $\Gamma_2$, they give $(8.963\pm0.006)\times10^{-4}$. The known lowest-order expression $4(\pi^2-9)\alpha/9\pi$, used here only as a benchmark, gives $8.9775\times10^{-4}$. The sampled value is 0.16% low, or 2.6 standard errors: inside the five-standard-error tolerance of the test, but not a close statistical match. This benchmark does not enter $C$.

## Comparison

The scaling estimate, $1.8\times10^{-6}$, is 22% above the integrated result. In equation (3) it assumed $X=48$. The integral gives $\langle\sum|A_4|^2\rangle=315.9$, hence $X=315.9/8=39.5$ and $C=39.5/144=0.274$.

The random-phase guess thus gives the right size, while fully coherent addition would overestimate the rate by a factor of about 15. The close agreement is partly accidental. With the transverse polarizations used here, the mean square of a single four-photon diagram, averaged over phase space and polarization choices, is about 0.15, against 0.5 for a two-photon one, a ratio of 0.30. Constructive interference beyond the equal couples raises this by a factor of about 2.8, which makes up for most, but not all, of the reduction: the product is $0.82=39.5/48$. The diagrams also come in equal couples, and their individual sizes depend on the choice of gauge. Equal couples also occur in the two-photon amplitude, so that particular enhancement cancels in the ratio; the remaining interference needs the full calculation.

The small branching ratio has a simple division of causes. Two more photons cost $(4\pi\alpha)^2=8.4\times10^{-3}$ in coupling. Identical-photon counting costs $1/12$, and phase space costs $1/192\pi^4=5.3\times10^{-5}$ in the chosen units. The larger squared amplitude restores a factor of 39.5.

The statistical error of $C$ is about two parts in $10^4$, but this is the error of the lowest-order integral. Radiative corrections to the two rates can change their ratio at relative order $\alpha$, about 0.7% before any numerical coefficient. A comparison with measurement at that level would need those corrections. The numerical output below gives the values used here.

## Computed results

```
fine-structure constant alpha = 0.007297353
(alpha/pi)^2 = 5.395490e-06
mc^2/hbar = 7.763441e+20 1/s
two photons: polarization sum of |A2|^2 = 8.000000
two-photon rate = 8.03250e+09 1/s
reduced formula vs 24 diagrams, largest relative gap = 1.4e-15
gauge test: sum of 24 / largest diagram = 3.4e-15
ortho 3-photon / para 2-photon, computed = 8.9630e-04 +- 5.5e-07
ortho 3-photon / para 2-photon, closed form = 8.9775e-04
soft pair: energy = 1.000e-04 mc^2, sum / soft law = 1.00001
example, photons +x,-x,+y,-y, polarizations y,z,z,z:
  pairing +x-x|+y-y: N = 2.0000, D = 1.0000, N/D = 2.0000
  pairing +x+y|-x-y: N = 1.5000, D = 1.5000, N/D = 1.0000
  pairing +x-y|-x+y: N = 1.5000, D = 1.5000, N/D = 1.0000
  A4 from pairings: imaginary part = 8.000000
  A4 from 24 diagrams: imaginary part = 8.000000
Sobol points = 16 x 8192
phase-space volume, sampled = 2.127468e-06, closed form = 2.127450e-06
largest / mean integrand = 6.33
mean polarization sum of |A4|^2 = 315.949
integral of the sum over phase space = 6.721662e-04
C = 0.27426 +- 0.00005
C from uniform generator = 0.2751 +- 0.0007
branching ratio = 1.4798e-06 +- 2.9e-10
four-photon rate = 1.1886e+04 1/s
```
